\section*{Reset voltage and current of isotropically scaled phase-change cells}

\section{Definitions and conventions}

A phase-change cell is reset by a current pulse that melts part of the phase-change material, followed by cooling fast enough to leave a glass. The quantities sought are the smallest voltage and current that melt the required part. The quench is taken for granted.

The cell has a characteristic length $F$, here the diameter of its heater. Isotropic scaling means that every dimension, including the distance to the heat sinks, is a fixed multiple of $F$. A point of the cell is written $\mathbf x=F\boldsymbol\xi$, so that the shape in the coordinates $\boldsymbol\xi$ is the same for every member of the family.

Each material has a constant electrical conductivity $\sigma$ (the inverse resistivity) and a constant thermal conductivity $k$, equal in solid and melt and independent of $F$. The potential $\phi$ is $V$ on the bottom electrode $B$ and zero on the top electrode. Both electrodes are held at the ambient temperature $T_0$. The rest of the outer surface passes neither current nor heat. The current density is $\mathbf J=-\sigma\nabla\phi$ and the heat flux is $-k\nabla T$. With $\mathbf n$ the outward normal, the current entering at $B$ is
\begin{equation}
I=\int_B(-\mathbf J\cdot\mathbf n)\,dA=\int_B\sigma\,\frac{\partial\phi}{\partial n}\,dA ,
\label{current}
\end{equation}
which is positive because $\phi$ is largest on $B$.

In a steady state, conservation of charge and of energy gives
\begin{align}
\nabla\cdot(\sigma\nabla\phi)&=0, \label{charge}\\
\nabla\cdot(k\nabla\Theta)+\sigma|\nabla\phi|^2&=0,\qquad \Theta=T-T_0 . \label{heat}
\end{align}
The second term of (\ref{heat}) is the Joule heat $\mathbf J\cdot(-\nabla\phi)$ per volume. At internal interfaces $\phi$, $\Theta$ and the normal components of $\sigma\nabla\phi$ and $k\nabla\Theta$ are continuous. Where a dielectric has $\sigma=0$, (\ref{charge}) is solved in the conductors alone, with no normal current at their insulated surfaces. Latent heat is absent because a melting front at rest absorbs none. Thermoelectric effects, field-dependent conduction and threshold switching are left out, and $V$ is the voltage across the cell itself.

Let $T_m$ be the melting temperature and $\Delta T=T_m-T_0$. The claim is that the reset voltage does not depend on $F$ and that the reset current is proportional to $F$.

\section{First derivation: similarity of the fields}

Both field problems have unique solutions. If two solutions of (\ref{charge}) with the same boundary values differ by $d$, then $\nabla\cdot(\sigma\nabla d)=0$. Multiplying by $d$ and integrating by parts gives
\begin{equation}
0=\oint d\,\sigma\frac{\partial d}{\partial n}\,dA-\int\sigma|\nabla d|^2\,d^3x .
\end{equation}
The surface term vanishes, since $d=0$ on the electrodes and the normal flux is zero elsewhere; the contributions of internal interfaces cancel by continuity. Hence $\nabla d=0$, and $d=0$ because it vanishes on the electrodes. The same argument with $k$ in place of $\sigma$ applies to (\ref{heat}), because the given source cancels in the difference.

Now write
\begin{equation}
\phi(\mathbf x)=V\,u(\boldsymbol\xi),\qquad \Theta(\mathbf x)=V^2\,\tau(\boldsymbol\xi).
\label{ansatz}
\end{equation}
Since $\nabla=F^{-1}\nabla_\xi$, equations (\ref{charge}) and (\ref{heat}) become
\begin{align}
\frac{V}{F^2}\,\nabla_\xi\cdot(\sigma\nabla_\xi u)&=0,\\
\frac{V^2}{F^2}\left[\nabla_\xi\cdot(k\nabla_\xi\tau)+\sigma|\nabla_\xi u|^2\right]&=0 .
\end{align}
The prefactors drop out. Heat conduction has two derivatives, and Joule heating has the square of one derivative, so both terms of the heat balance grow as $F^{-2}$ when the cell shrinks. The boundary values are $u=1$ and $u=0$ on the two electrodes and $\tau=0$ on both. The insulating and interface conditions acquire common factors, which also cancel. Nothing in the problem for $u$ and $\tau$ contains $F$ or $V$. By uniqueness these functions are the same for all sizes.

Reset requires a prescribed region, fixed in the coordinates $\boldsymbol\xi$, to be at or above $T_m$. Let $\tau_*$ be the smallest value of $\tau$ in that region. It is positive if the region stays away from the electrodes, because a heated body whose sinks are at $T_0$ lies above $T_0$ inside. The threshold is $V^2\tau_*=\Delta T$, or
\begin{equation}
V_{\mathrm{reset}}=\sqrt{\frac{\Delta T}{\tau_*}} .
\label{voltage}
\end{equation}
No length appears in this expression.

For the current, insert (\ref{ansatz}) in (\ref{current}). The area element contributes $F^2$ and the derivative $F^{-1}$:
\begin{equation}
I=\int_B\sigma\,\frac{V}{F}\frac{\partial u}{\partial n_\xi}\,F^2dA_\xi
=FVg,\qquad g=\int_B\sigma\frac{\partial u}{\partial n_\xi}\,dA_\xi .
\end{equation}
Together with (\ref{voltage}),
\begin{equation}
I_{\mathrm{reset}}=F\,g\,\sqrt{\frac{\Delta T}{\tau_*}}\ \propto\ F .
\label{result}
\end{equation}

The electrical resistance is $R=V/I=1/(gF)$. The power is $P=V^2gF$, so the ratio of the required temperature rise to the power is $\Delta T/P=\tau_*/(gF)$. A smaller cell is thermally better isolated in proportion to $1/F$ and needs less power in proportion to $F$. Its resistance grows by the same factor, which leaves the voltage unchanged. The mean current density, $I$ divided by an area proportional to $F^2$, rises as $1/F$.

The steady state must also be reached. Let $c$ be the volumetric heat capacity. At fixed voltage, and with latent heat ignored during the approach, the deviation $w$ from the steady temperature obeys $c\,\partial w/\partial t=\nabla\cdot(k\nabla w)$. A mode $w=e^{-t/t_0}W(\boldsymbol\xi)$ satisfies
\begin{equation}
-\nabla_\xi\cdot(k\nabla_\xi W)=\mu\,cW,\qquad \mu=\frac{F^2}{t_0}.
\end{equation}
The eigenvalue $\mu$ depends on shape and materials alone, so $t_0=F^2/\mu$. A pulse long enough for the largest cell of the family is long enough for the smaller ones.

\section{Second derivation: temperature as a function of potential}

The second route assumes more about the heat flow. Heat leaves the conductors through the electrodes alone, and the ratio $\lambda=\sigma/k$ has the same value in all conducting materials, although $\sigma$ and $k$ may differ separately. The temperature is then
\begin{equation}
\Theta=\frac{\lambda}{2}\,\phi\,(V-\phi).
\label{relation}
\end{equation}
To verify this, differentiate and multiply by $k$, using $k\lambda=\sigma$:
\begin{equation}
k\nabla\Theta=\frac{k\lambda}{2}(V-2\phi)\nabla\phi
=\frac12(V-2\phi)\,\sigma\nabla\phi .
\label{flux}
\end{equation}
The divergence is
\begin{equation}
\nabla\cdot(k\nabla\Theta)
=\frac12(V-2\phi)\,\nabla\cdot(\sigma\nabla\phi)
-\nabla\phi\cdot\sigma\nabla\phi
=-\sigma|\nabla\phi|^2 ,
\end{equation}
where the first term vanishes by (\ref{charge}). This is the heat equation (\ref{heat}). The boundary conditions hold as well: $\Theta=0$ where $\phi=V$ or $\phi=0$, and by (\ref{flux}) no heat crosses a surface that no current crosses. At an interface $\Theta$ is continuous because $\lambda$ is uniform, and the normal heat flux is continuous because the normal current is. By uniqueness, (\ref{relation}) is the solution.

Completing the square gives
\begin{equation}
\Theta=\frac{\lambda}{2}\left[\frac{V^2}{4}-\left(\phi-\frac V2\right)^2\right].
\end{equation}
The largest rise is $\lambda V^2/8$, on the equipotential $\phi=V/2$. Every current path crosses this surface, since $\phi$ falls continuously from $V$ to zero along it. If the surface lies in the phase-change material, the onset of melting is also the threshold for blocking all paths, and
\begin{equation}
V_{\mathrm{reset}}=\sqrt{\frac{8\,\Delta T}{\lambda}}
=\sqrt{\frac{8k\,\Delta T}{\sigma}} .
\label{closed}
\end{equation}
If the surface to be melted is another equipotential $\phi=fV$ with $0<f<1$, equation (\ref{relation}) gives $\Delta T=\tfrac12\lambda f(1-f)V^2$, so that
\begin{equation}
V_{\mathrm{reset}}=\sqrt{\frac{2\,\Delta T}{\lambda f(1-f)}} .
\end{equation}
This reduces to (\ref{closed}) at $f=1/2$ and grows as the surface approaches either cold electrode.

The current follows from the resistance, which can be obtained from a minimum principle. Let $u=\phi/V$, and let $w$ be any continuous trial function equal to one on $B$ and zero on the other electrode. Define $D[w]=\int\sigma|\nabla w|^2d^3x$ and write $w=u+\eta$, with $\eta=0$ on the electrodes. Then
\begin{equation}
D[w]=D[u]+2\int\sigma\nabla u\cdot\nabla\eta\,d^3x+D[\eta].
\end{equation}
Integration by parts turns the cross term into a surface integral of $\eta\,\sigma\,\partial u/\partial n$ and a volume integral of $\eta\,\nabla\cdot(\sigma\nabla u)$; both vanish. As $D[\eta]\ge0$, the minimum is $D[u]$. A further integration by parts gives its value:
\begin{equation}
D[u]=\oint u\,\sigma\frac{\partial u}{\partial n}\,dA
=\int_B\sigma\frac{\partial u}{\partial n}\,dA=\frac IV=\frac1R .
\end{equation}
Under scaling, every trial function of one cell corresponds to one of the other, with
\begin{equation}
D[w]=\int\sigma\,\frac{|\nabla_\xi w|^2}{F^2}\,F^3d^3\xi
=F\int\sigma|\nabla_\xi w|^2d^3\xi .
\end{equation}
The minimum therefore scales as $F$, so $1/R=gF$ and
\begin{equation}
I_{\mathrm{reset}}=gF\sqrt{\frac{8k\,\Delta T}{\sigma}}\ \propto\ F .
\end{equation}

For $\lambda=5.0\times10^4\ \mathrm{K/V^2}$ and $\Delta T=900-300=600$ K, (\ref{closed}) gives $\sqrt{8\times600/(5.0\times10^4)}=0.310$ V. A finite-volume solution gives the same voltage for the onset of melting to the digits quoted, and its temperature field departs from (\ref{relation}) by at most 0.21 percent of the peak rise. In the cell used for this comparison the surface $\phi=V/2$ crosses the heater contact and lies partly in the heater. The comparison therefore tests the temperature field and its peak, not the blocking of all current paths by molten phase-change material.

\section{A cell with heat loss to its surroundings}

The worked cell is axisymmetric and uses model parameters. A heater pillar of height $2F$ stands in a dielectric, under a phase-change layer of thickness $2F$; the outer radius is $2F$. Both electrodes cover the full outer radius, so the bottom electrode also cools the dielectric; with a heat sink under the heater alone the reset voltage and current would be about 9 percent lower. The heater has $\sigma=1.0\times10^5$ S/m and $k=10$ W/(m\,K), the layer $5.0\times10^4$ S/m and 1.0 W/(m\,K). The dielectric conducts heat with $k=1.0$ W/(m\,K) but carries no current. The constant $k$ of the layer is somewhat low near melting: by the Wiedemann--Franz law with the metallic Lorenz number $2.44\times10^{-8}\ \mathrm{W\,\Omega/K^2}$, electrons alone would contribute 1.1 W/(m\,K) at 900 K. The voltages and currents below therefore illustrate the scaling and are not predictions for a particular device. The closed form (\ref{closed}) does not apply here: $\sigma/k$ differs between heater and layer, and heat also flows through the dielectric. The first derivation does apply.

Reset is defined by the whole heater contact, on the layer side, reaching 900 K. At $F=40$ nm the voltage is 0.626 V and the current 704 $\mu$A, so $R=0.6258/(704.0\times10^{-6})=889\ \Omega$. The two shape constants are
\begin{align}
\tau_*&=\frac{600}{0.6258^2}=1.53\times10^3\ \mathrm{K/V^2},\\
g&=\frac{1}{888.9\times40\times10^{-9}}=2.81\times10^4\ \mathrm{S/m}.
\end{align}
With these constants, (\ref{result}) predicts 352 $\mu$A at 20 nm and 1408 $\mu$A at 80 nm. Separate solutions on meshes that are not scaled copies of one another give the same values to these digits. The three voltages lie between 0.6258 and 0.6265 V. Their spread of about 0.1 percent is no larger than the 0.2 percent change found on doubling the mesh at 80 nm. The temperature at the sharp rim of the contact converges slowly on these uniform meshes, and the error has one sign. On meshes refined toward the rim the voltage settles at 0.624 V, the resistance at 887 $\Omega$, $\tau_*$ at $1.54\times10^3\ \mathrm{K/V^2}$ and $g$ at $2.82\times10^4$ S/m, while the current stays at 704 $\mu$A. The centre and peak temperatures quoted below fall by 2 and 4 K, and the reset voltages of the last section by about 0.002 V; the onset voltage, the ratios and the exponents are unchanged to the digits shown.

The coldest point of the contact is its rim, while its centre is at 911 K. The peak, 929 K, lies in the layer about $0.1F$ above the contact. Melting thus begins at a lower voltage, $0.626\sqrt{600/629}=0.611$ V. At the stated threshold the rim has only just reached the melting temperature; demanding that the melt extend beyond it by a margin proportional to $F$ changes $\tau_*$ but not the scaling.

With $c=2.0\times10^6\ \mathrm{J/(m^3\,K)}$ in all materials, the slowest thermal decay time is 1.085 ns at 20 nm and 4.338 ns at 40 nm, a factor of four. At 40 nm, five decay times, or 22 ns, reduce the slowest mode to $e^{-5}$, about 0.7 percent of its initial amplitude.

\section{What each derivation assumes}

The similarity argument allows any distribution of $\sigma$ and $k$ that scales with the cell, and heat may spread through the dielectric. In return it needs every dimension to scale, and the number $\tau_*$ must be found by solving the field problem for one size.

The potential--temperature relation gives the voltage explicitly. For melting onset that voltage is independent even of shape, as long as the surface $\phi=V/2$ lies in the phase-change material; scaling then enters only through the current. The price is uniform $\sigma/k$ and no heat loss except at the electrodes.

The difference shows when only lateral dimensions shrink. Equation (\ref{closed}) would keep its voltage, provided the surface $\phi=V/2$ stayed in the phase-change material. In the worked cell, halving the lateral dimensions from the 40 nm case while keeping the heights raises the voltage from 0.626 to 0.690 V. The resistance rises to $0.6895/(214.5\times10^{-6})=3.21\times10^3\ \Omega$, by a factor of 3.6 instead of two. The current falls to $1.102/3.616=0.305$ of its former value, not to one half.

Both derivations fail if an interface brings in a fixed length. Suppose each electrode has a thermal boundary resistance $r$ per unit area. The condition $\Theta=0$ is replaced by $k\,\partial\Theta/\partial n=-\Theta/r$, or
\begin{equation}
\frac{rk}{F}\,\frac{\partial\tau}{\partial n_\xi}=-\tau .
\end{equation}
The ratio $rk/F$ grows as the cell shrinks. The added resistance impedes the escape of heat, so less voltage is needed. With $r=5.0\times10^{-9}\ \mathrm{m^2K/W}$ the reset voltage is 0.581 V at 80 nm, 0.556 V at 40 nm and 0.525 V at 20 nm. The mean exponent of the current in $F$ between 20 and 80 nm is 1.07, so the current falls faster than $F$. If $r$ is doubled together with $F$, from 20 to 40 nm, the ratio is unchanged and the voltage returns to 0.525 V, as a similarity law requires.

The direction of the change depends on the interface. An electrical contact resistivity $\rho_c$ at the heater contact brings in the length $\rho_c\sigma$ and adds a resistance of about $\rho_c/(\pi F^2/4)$, which grows as $F^{-2}$. For $\rho_c=10^{-12}\ \Omega\,\mathrm{m^2}$ this is about 800 $\Omega$ at 40 nm, comparable with the cell itself. The reset voltage of the worked cell then rises as the cell shrinks, from 0.65 V at 80 nm to 0.71 V at 40 nm and 0.81 V at 20 nm, and the mean exponent of the current is 1.3. The law therefore describes a real cell only while such interface lengths are small compared with $F$.

A fixed series resistance $R_s$ outside the cell acts differently. The cell still needs the current (\ref{result}), but the supply must provide $V_{\mathrm{reset}}+I_{\mathrm{reset}}R_s$, whose second term is proportional to $F$. The current law then survives, while the constancy of voltage holds for the cell and not for the complete circuit. The numerical output lists the computed values for all sizes, for the thermal boundary resistance and for the lateral shrink; the series resistance was not computed.

\section*{Numbers as computed}
\begin{verbatim}
ambient temperature: 300 K
melting temperature: 900 K
heater: sigma = 1.0e+05 S/m, k = 10.0 W/(m K)
phase-change layer: sigma = 5.0e+04 S/m, k = 1.0 W/(m K)
dielectric: sigma = 0.0e+00 S/m, k = 1.0 W/(m K)
heat capacity, all materials: 2.0e+06 J/(m^3 K)
heater height 2F, layer thickness 2F, outer radius 2F
F = 20 nm, radial mesh cells per F: 48
  reset voltage: 0.6261 V
  reset current: 352.0 microampere
  current / F: 1.760e+04 A/m
  resistance: 1778.6 ohm
  power: 220.4 microwatt
  mean contact current density: 1.120e+12 A/m^2
  slowest thermal decay time: 1.085 ns
F = 40 nm, radial mesh cells per F: 56
  reset voltage: 0.6258 V
  reset current: 704.0 microampere
  current / F: 1.760e+04 A/m
  resistance: 888.9 ohm
  power: 440.5 microwatt
  mean contact current density: 5.602e+11 A/m^2
  slowest thermal decay time: 4.338 ns
F = 80 nm, radial mesh cells per F: 40
  reset voltage: 0.6265 V
  reset current: 1408.3 microampere
  current / F: 1.760e+04 A/m
  resistance: 444.9 ohm
  power: 882.3 microwatt
  mean contact current density: 2.802e+11 A/m^2
  slowest thermal decay time: 17.353 ns
exponent of voltage in F: 0.0005
exponent of current in F: 1.0001
exponent of decay time in F: 2.0000
40 nm: coldest contact point at r/F = 0.500
40 nm: contact centre temperature at reset: 911 K
40 nm: peak temperature in layer: 929 K
40 nm: peak temperature in cell: 929 K
40 nm: height of cell peak, z/F: 2.10
80 nm mesh doubling, voltage change: 0.20 percent
80 nm mesh doubling, current change: 0.04 percent
special case sigma/k: 5.0e+04 K/V^2
special case onset voltage, formula: 0.3098 V
special case onset voltage, numerical: 0.3099 V
special case largest field error / peak: 2.1e-03
electrode boundary resistance: 5.0e-09 m^2 K/W
  F = 20 nm: 0.5248 V, 295.0 microampere
  F = 40 nm: 0.5559 V, 625.4 microampere
  F = 80 nm: 0.5808 V, 1305.6 microampere
  exponent of current in F: 1.073
  40 nm, doubled boundary resistance: 0.5245 V
lateral-only shrink 40 to 20 nm, voltage: 0.6895 V
lateral-only current: 214.5 microampere
lateral-only current ratio to 40 nm cell: 0.305
\end{verbatim}
